Water-Assisted Ligand Exchange at Surfaces: Ring-Strain Relief and Entropy Penalty

**Four angles, then six**

A metal atom M at a surface carries a ligand X and, beside it, a coordinated hydroxyl. Exchange requires the hydroxyl proton to move from its oxygen O to X, after which HX can leave. In the direct transition state the atoms M–O–H–X form a ring. Suppose that M, O and X each prefer an angle of 110° and that the proton in flight prefers a straight O–H–X arrangement. The preferred angles then add up to

110° + 110° + 180° + 110° = 510°,

but a planar four-membered ring has only 360° to distribute. The mismatch is 150°.

Now let one water molecule relay the proton: its oxygen W accepts the proton from O and passes one of its own to X. The ring becomes M–O–H–W–H–X. The preferred angles grow by 180° at the second proton and by 105° at W, in total 285°, whereas a planar six-membered ring has 360° more to distribute than a four-membered one. The mismatch falls to 150° + 285° − 360° = 75°.

If every angle had the same bending constant k and took an equal share of the mismatch Δ, the strain of an n-ring would be n·½k(Δ/n)² = kΔ²/(2n). The direct ring would then be more strained by the factor (150/75)²·(6/4) = 6. Halving the mismatch contributes a factor of 4, and sharing it among more angles contributes 1.5.

**The strain of a general ring**

Real angles differ in stiffness, and rings may pucker. Let θᵢ be the actual angles, θᵢ⁰ the preferred ones and kᵢ the bending constants. Cut the ring into n − 2 triangles by lines from one corner. At each corner the ring angle is no larger than the sum of the triangle angles meeting there, because the angle between two directions cannot exceed the sum of the angles through intermediate directions. The triangles together contain (n − 2)π, so

Σθᵢ ≤ (n − 2)π,

with equality for planar convex rings. Puckering therefore cannot provide extra angle. Define

Δₙ = Σθᵢ⁰ − (n − 2)π,  δᵢ = θᵢ⁰ − θᵢ,  Cₙ = Σ1/kᵢ.

The inequality gives Σδᵢ ≥ Δₙ. For Δₙ > 0 both sides may be squared, and the Cauchy–Schwarz inequality gives

Δₙ² ≤ (Σδᵢ)² = [Σ kᵢ^(−1/2) · kᵢ^(1/2)δᵢ]² ≤ Cₙ Σkᵢδᵢ².

The harmonic bending energy is ½Σkᵢδᵢ². Stretching the sides can only add energy, so the total strain Sₙ obeys

Sₙ ≥ Δₙ²/(2Cₙ).

Equality in the Cauchy–Schwarz step requires all products kᵢδᵢ to be equal. Since the δᵢ must then add up to Δₙ, each is δᵢ = Δₙ/(kᵢCₙ), and soft angles close most. If the resulting angles lie between 0 and 180°, a planar ring having them can be drawn with its sides tangent to a circle. The bound is thus reached when side lengths are free to adapt, or when the preferred lengths already fit these angles; otherwise the strain lies above it.

For a water molecule with preferred angle θ_w, the counting of the first section reads

Δ₆ = Δ₄ + π + θ_w − 2π = Δ₄ − (π − θ_w).

The mismatch is reduced by the amount by which water is bent. A hypothetical linear relay, θ_w = π, would enlarge the ring without reducing the mismatch. Ring size alone therefore does not explain the smaller mismatch, although a larger ring still lowers the bound by increasing Cₙ.

**How large the relief is**

The following values are round numbers chosen for illustration, not data for a real site. The bending constant of a free water molecule, for example, is several times the value used here at W. Multiplying all bending constants by a common factor multiplies both bounds by that factor, so the energies and rate ratios below depend on this choice, while the mismatches do not. The dependence is strong: halving all bending constants halves the relief found below and turns the rate ratio at 300 K and 0.01 bar from 37 into about 2 × 10⁻⁴. The proton constant is also on the soft side; the angle in the FHF⁻ ion is three to four times stiffer. Energies are in hartree. The bending constants are 0.04 hartree/rad² at M, O, X and W, and 0.02 hartree/rad² at a transferred proton. Hence

C₄ = 3/0.04 + 1/0.02 = 125 rad²/hartree,
C₆ = 4/0.04 + 2/0.02 = 200 rad²/hartree.

With 150° = 2.618 rad and 75° = 1.309 rad, the bounds are

S₄ ≥ 2.618²/250 = 0.0274,
S₆ ≥ 1.309²/400 = 0.0043.

Minimization in three dimensions, with harmonic sides included (preferred lengths 3.6 bohr for the two sides at M and 2.4 bohr for those at a proton, stretch constants 0.15 and 0.10 hartree/bohr²), gives S₄ = 0.0278 and S₆ = 0.0044. Both rings come out planar, and for these lengths and angles both lie close to their bounds. This need not be so: with 90° preferred at M, S₆ is 0.0042 against a bound of 0.0023, and the relief falls to 0.0168. The O–H–X angle is squeezed to 126° in the direct ring, while the corresponding proton angles in the assisted ring remain at 160°. The relief is

S₄ − S₆ = 0.0234 hartree = 61.5 kJ/mol.

The linear relay behaves less simply. Its bound is 0.0171, but its full strain is 0.0254. Since the bound would be reached with free sides, the excess is the price of closing the ring with sides of limited flexibility. It is paid almost wholly in bending: the sides barely change, and the angles cannot take their optimal shares. With these side lengths a linear relay would relieve only 0.00245 hartree; making it bent supplies the other 0.02098. This split depends strongly on the lengths: with metal sides of 3.3 bohr the linear ring is more strained than the direct one, by 0.0011, and with 4.2 bohr it relieves 0.0088, while the relief by bent water changes only from 0.0226 to 0.0250. The bend of water matters here both for the angle sum and for how well the sides fit together.

These energies assume equal parameters for O and X. The ring then has a mirror symmetry, and the displacement that carries protons from donor to acceptor is odd under it. It vanishes at the symmetric ring, so its negative curvature in a real transition state does not enter the strain. If O and X differ, this symmetry argument no longer holds, and the transition state must be located anew. The same is true if the protons move in separate steps.

**From strain to barrier**

Strain is one part of the barrier. Let b be the strain-free direct barrier and w the net energy of inserting water, measured from water in the gas:

E_dir = b + S₄,  E_as = b + S₆ + w,
ΔΔE = E_as − E_dir = w − (S₄ − S₆).

Water lowers the energy barrier if, and only if, the relief exceeds w. Here w combines a cost of 0.010 for moving a second proton with an attachment energy of −0.015, so w = −0.005. With b = 0.020,

E_dir = 0.020 + 0.0278 = 0.0478 hartree (125.5 kJ/mol),
E_as = 0.020 + 0.0044 − 0.005 = 0.0194 hartree (50.9 kJ/mol),
ΔΔE = −0.0284 hartree (−74.6 kJ/mol).

About four fifths of this lowering is strain relief; that share depends on the chosen w.

**The entropy penalty**

The assisted transition state holds a molecule that was free to travel and tumble. Its three extra atoms bring nine vibrations. Three are taken as water's internal vibrations, unchanged; the other six replace translation and rotation. The first assumption is a strong simplification, because water is passing on one of its own protons: lowering one stretch from 3700 to 2700 cm⁻¹ would by itself raise the assisted rate at 300 K about elevenfold. The surface is immobile, the remaining modes are taken as common to both routes, and tunnelling, recrossing and the number of equivalent paths are assumed equal.

In atomic units Planck's constant is 2π. For a molecule of mass m, with k now Boltzmann's constant, the thermal wavelength is Λ = √[2π/(mkT)]. An ideal gas has volume kT/p per molecule, so the chemical potential of water's external motion is

μ = −kT ln[kT q_rot/(pΛ³)],
q_rot = (√π/2)(kT)^(3/2)/√(ABC).

A, B and C are the rotational constants, here those of a rigid molecule with O–H = 1.8 bohr and an angle of 105°, and the factor ½ accounts for water's twofold symmetry. Measured constants with quantum rotor levels would lower the rate ratios below by 3 to 4%. Six harmonic modes of energies ωᵢ have the free energy

F = Σ[ωᵢ/2 + kT ln(1 − e^(−ωᵢ/kT))].

In transition-state theory the two rates, per bare site, are proportional to the equilibrium populations of their transition states. The assisted one gains a factor e^(−F/kT) from the new modes and e^(μ/kT) for the molecule taken from the gas. The rate ratio is therefore

r = rate_as/rate_dir = e^(−ΔΔG/kT),  ΔΔG = ΔΔE + F − μ.

The entropy follows from ΔS = −∂ΔΔG/∂T at constant p. Because kT/Λ³ grows as T^(5/2) and q_rot as T^(3/2), the gas loses

S_water/k = [ln(kT/(pΛ³)) + 5/2] + [ln q_rot + 3/2].

With xᵢ = ωᵢ/kT, the new modes return

S_modes/k = Σ[xᵢ/(e^xᵢ − 1) − ln(1 − e^(−xᵢ))].

For modes at 100, 200, 300, 400, 500 and 600 cm⁻¹, at 300 K and 1 bar,

ΔS/k = 4.60 − 17.44 − 5.25 ≈ −18.1,

or −150.5 J/(mol K). The penalty −TΔS is 0.0172 hartree (45.1 kJ/mol), more than half the energy gained. At 300 K, 1 bar serves as an ideal-gas reference; real water vapour condenses at a much lower pressure.

The enthalpy also differs from ΔΔE. The new modes add a zero-point energy of 0.0048. Their thermal energy, less the 4kT of enthalpy carried by the gas molecule's external motion, adds about −0.0014. Thus ΔΔH = −0.0250, and

ΔΔG = −0.0250 + 0.0172 = −0.0078 hartree (−20.5 kJ/mol).

Sums over box levels, rotor levels and vibrational ladders reproduce ΔΔG within 0.03 kT at the two temperatures tested, 300 and 500 K.

**When water helps**

Pressure enters ΔΔG through −μ, which contains −kT ln p. Hence r is proportional to p, and the routes are equally fast at

p* = p° e^(ΔΔG°/kT),  r = p/p*,

where p° = 1 bar and ΔΔG° is the value at that pressure. At 300 K, p* is 0.00027 bar, so at 0.01 bar the assisted route is 37 times faster. At 400 K, p* is 0.19 bar and the ratio is 0.053. At 500 K, p* is 9 bar and the ratio is 0.0011. The reason is the relation

d ln r/dT = ΔΔH/(kT²) at constant p,

which is negative because ΔΔH is negative. The crossover temperature is 438 K at 1 bar and 348 K at 0.01 bar. Lower pressure makes the entropy loss larger: at 300 K it rises from 18.1k to 22.7k between these pressures.

If the strain relief is removed while w is kept, the ratio at 300 K and 0.01 bar drops from 37 to 7 × 10⁻¹⁰. Under these conditions, the net insertion energy w alone cannot pay for immobilizing the molecule.

A second relay water has little strain left to remove. By the same counting it would bring the mismatch to 150° − 2·75° = 0, but strain cannot fall below zero, so the further relief is at most 0.0044. If its entropy penalty resembles the first, 0.0172 at 300 K and 1 bar, it must be paid for chiefly by a favourable insertion energy.

**When water also occupies the site**

Suppose water adsorbs on the initial site with equilibrium constant K, and that the adsorbed complex has no direct route. The bare fraction is 1/(1 + Kp). Relative to a dry surface, the total rate becomes

R/R_dry = (1 + p/p*)/(1 + Kp).

This exceeds 1 if 1/p* > K: in free energy, water must bind more strongly to the transition state than to the initial site. If 1/p* < K, water slows exchange, even if r > 1; if the two are equal, the total rate does not change. At high pressure R/R_dry levels off at 1/(Kp*).

**What to do in practice**

At low coverage, Kp ≪ 1, measure the exchange rate at several water pressures and fixed temperature. The model predicts

R ≈ R_dry + R_dry(1/p* − K)p,

so the initial slope divided by the intercept gives 1/p* − K. The term −K remains even at low coverage, because water blocks some sites while it assists at others. If also Kp* ≪ 1, intercept divided by slope gives p* itself; otherwise K must be determined separately. Once p* has been separated from K, repeating this at other temperatures tests the predicted loss of assistance on heating; the difference 1/p* − K alone may rise or fall, because K changes too. In this model, curvature towards a plateau comes from site occupation and calls for the previous formula; in an experiment, other causes, such as a change of the rate-limiting step, must be excluded first.

In a computed comparison, refer both barriers to the same bare site and gaseous water, and use the actual partial pressure. A barrier counted from a water-bound complex omits the free energy of forming that complex, −kT ln(Kp), which is positive for Kp < 1 and negative for Kp > 1. Soft modes need particular care: for ω ≪ kT a mode contributes the factor kT/ω to r, so halving one soft wavenumber doubles the predicted ratio. Finally, compare all ring angles in the two transition states with their preferred values, and take their stiffness into account. The proton angles alone are not enough: a stiff one can stay nearly straight while the rest of the ring is strongly strained. If the direct ring is already nearly unstrained, little relief is available, and within this model any benefit must come from w; at a real site, softened internal vibrations of the relay can add to it.

Computed results

```
Bend constants heavy, H (hartree/rad^2): 0.04 0.02
Side lengths M-side, H-side (bohr): 3.6 2.4
Stretch constants (hartree/bohr^2): 0.15 0.1
Preferred angles, direct (deg): [110. 110. 180. 110.]
Preferred angles, assisted (deg): [110. 110. 180. 105. 180. 110.]
Mismatch direct, assisted, linear (deg): 150.0 75.0 150.0
Compliance direct, assisted (rad^2/hartree): 125.0 200.0
Bound angles, direct (deg): [ 80.  80. 120.  80.]
Bound angles, assisted (deg): [100.6 100.6 161.2  95.6 161.2 100.6]
Relaxed angles, direct (deg): [ 73.5  80.3 125.9  80.3]
Relaxed angles, assisted (deg): [103.3 101.6 159.9  93.7 159.9 101.6]
RMS out of plane, direct, assisted (bohr): 0.0000 0.0000
Strain bound, direct (hartree): 0.02742
Strain bound, assisted (hartree): 0.00428
Strain bound, linear helper (hartree): 0.01713
Full strain, direct (hartree): 0.02781
Full strain, assisted (hartree): 0.00438
Full strain, linear helper (hartree): 0.02535
Strain relief (hartree): 0.02343
Strain relief (kJ/mol): 61.5
Certified minimum relief (hartree): 0.02304
Relief with linear helper (hartree): 0.00245
Further relief from bent water (hartree): 0.02098
Strain-free direct barrier (hartree): 0.020
Second-proton cost (hartree): 0.010
Water attachment energy (hartree): -0.015
Net insertion cost w (hartree): -0.005
Barrier direct, assisted (hartree): 0.04781 0.01938
Barrier direct, assisted (kJ/mol): 125.5 50.9
Barrier change ddE (hartree): -0.02843
Barrier change ddE (kJ/mol): -74.6
Water O-H length (bohr), angle (deg): 1.8 105.0
Six new modes (cm^-1): [100 200 300 400 500 600]
Zero-point energy of new modes (hartree): 0.00478
Water S_trans, S_rot at 300 K, 1 bar (k_B): 17.44 5.25
Entropy of new modes at 300 K (k_B): 4.60
Entropy change at 300 K, 1 bar (k_B): -18.10
Entropy change at 300 K, 1 bar (J/mol/K): -150.5
Entropy penalty -T dS, 300 K, 1 bar (hartree): 0.01719
Entropy penalty -T dS, 300 K, 1 bar (kJ/mol): 45.1
Enthalpy change ddH at 300 K (hartree): -0.02501
ddG at 300 K, 1 bar (hartree): -0.00781
ddG at 300 K, 1 bar (kJ/mol): -20.5
Entropy change at 300 K, 0.01 bar (k_B): -22.70
300 K: rate ratio at 0.01 bar 37.3; threshold 0.000268 bar
400 K: rate ratio at 0.01 bar 0.0534; threshold 0.187 bar
500 K: rate ratio at 0.01 bar 0.00111; threshold 9 bar
Crossover temperature at 1 bar (K): 437.7
Crossover temperature at 0.01 bar (K): 348.0
Rate ratio without strain relief, 300 K, 0.01 bar: 7.28e-10
```
